# A Negative Hall Coefficient Can Come from a Hole-Majority Oxide

An oxide film doped with acceptors is heated on a Hall stage. At room temperature its Hall voltage has the sign expected of holes. At 550 K the sign is negative. It is tempting to conclude that the film has become n-type, with more electrons than holes. The film worked out below gives a negative Hall voltage while holding about four holes for every electron.

## The film and its carriers

The current flows along \(x\), the magnetic field \(B\) points along \(z\), and no net current flows along \(y\). The Hall coefficient is

\[
R_H=\frac{E_y}{J_xB},
\]

and the Hall voltage is \(V_H=E_yw\), where \(w\) is the width. This holds for a film several times longer than it is wide. The current contacts short the Hall field near them, and midway along a square film the weak-field voltage is only about 0.68 of \(E_yw\), with the same sign. With these conventions holes alone give a positive \(R_H\). The elementary charge is \(e>0\), and both mobilities are positive.

The parameters are round model values: gap \(E_g=0.70\) eV, electron mass \(0.4\) and hole mass \(1.0\) free-electron masses, mobilities \(\mu_e=80\) and \(\mu_h=20\) cm²/Vs, and net density of ionized acceptors \(N_A=3.0\times10^{16}\) cm⁻³.

The densities follow from equilibrium. For a parabolic band of mass \(m\) and Boltzmann occupation, integrating the density of states gives the effective density

\[
N=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}\int_0^\infty\!\sqrt{E}\,e^{-E/kT}dE
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},
\]

because the integral equals \(\tfrac{\sqrt\pi}{2}(kT)^{3/2}\). With \(N_c\) and \(N_v\) for the two bands and Fermi level \(E_F\),

\[
n=N_ce^{-(E_c-E_F)/kT},\qquad p=N_ve^{-(E_F-E_v)/kT}.
\]

The Fermi level cancels in the product:

\[
np=n_i^2,\qquad n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}.
\]

At 550 K, \(n_i=1.945\times10^{16}\) cm⁻³. Charge neutrality, \(p-n=N_A\), with \(n=n_i^2/p\) becomes \(p^2-N_Ap-n_i^2=0\). The positive root is

\[
p=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2}
=(1.500+2.456)\times10^{16}=3.956\times10^{16}\ \text{cm}^{-3},
\]

and \(n=n_i^2/p=9.56\times10^{15}\) cm⁻³. Thus \(p/n=4.14\). Holes are the majority at every temperature in this model, since \(p-n=N_A>0\).

## The Hall voltage, carrier by carrier

Take \(E_y=0\) first. A hole drifts at \(v_x=\mu_hE_x\). The magnetic force \(e\mathbf v\times\mathbf B\) points along \(-y\), because \(\hat x\times\hat z=-\hat y\). It acts like an electric field \(-v_xB\), so \(v_y=-\mu_h^2BE_x\).

An electron drifts the other way, \(v_x=-\mu_eE_x\), but its charge is also reversed. The two signs cancel in the force, and \(v_y=-\mu_e^2BE_x\). Both carriers are deflected to the same side. Their transverse currents are opposite because their charges are:

\[
J_y^{(h)}=-ep\mu_h^2BE_x,\qquad J_y^{(e)}=+en\mu_e^2BE_x .
\]

One factor of mobility sets the drift velocity, and the second sets the response to the sideways force. The neglected corrections are of relative order \((\mu B)^2\), and \(\mu_eB=0.008\) at 1 T.

The two products to be compared are

\[
p\mu_h^2=1.582\times10^{19},\qquad
n\mu_e^2=6.118\times10^{19}\ \text{cm}\,\text{V}^{-2}\text{s}^{-2}.
\]

Their ratio is

\[
S=\frac{n\mu_e^2}{p\mu_h^2}=3.87 .
\]

The electrons are outnumbered by a factor 4.14, but the squared mobility ratio is 16.

Let the film be 300 nm thick and 1.0 mm wide, and let it carry 10 µA at 1 T. Then \(J_x=3.33\) A/cm². The conductivity is \(\sigma=e(p\mu_h+n\mu_e)=0.2493\) S/cm, so \(E_x=J_x/\sigma=13.37\) V/cm. The transverse currents at \(E_y=0\) are \(-0.00339\) A/cm² from holes and \(+0.01311\) A/cm² from electrons. A transverse field must cancel their sum:

\[
E_y=-\frac{0.01311-0.00339}{0.2493}=-0.0390\ \text{V/cm}.
\]

Since 1 T is \(10^{-4}\) V s/cm²,

\[
R_H=\frac{-0.0390}{3.33\times10^{-4}}\simeq-117\ \text{cm}^3/\text{C},
\qquad V_H\simeq-3.90\ \text{mV}.
\]

Holes are the majority, and they even carry 50.8% of the longitudinal current, yet the Hall voltage is negative.

A one-carrier analysis of the same data would report \(1/(e|R_H|)=5.3\times10^{16}\) electrons per cm³, with mobility \(|R_H|\sigma=29\) cm²/Vs. The density is 5.6 times the true electron density, and the mobility belongs to neither carrier.

## The correct statement

Consider a uniform film with isotropic parabolic bands, a scattering time independent of energy within each band, and semiclassical transport. In a weak field,

\[
R_H=\frac{p\mu_h^2-n\mu_e^2}{e(p\mu_h+n\mu_e)^2}.
\]

The sign is negative if and only if \(n\mu_e^2>p\mu_h^2\). With \(b=\mu_e/\mu_h>1\), a negative sign and a hole majority occur together when

\[
1<\frac pn<b^2 .
\]

**Proof.** Let \(s=+1\) for holes and \(s=-1\) for electrons. In steady state the momentum lost to scattering balances the electric and magnetic forces. With \(\mu=e\tau/m\) this reads

\[
v_x=s\mu(E_x+v_yB),\qquad v_y=s\mu(E_y-v_xB).
\]

Substituting each equation into the other and using \(s^2=1\) gives

\[
v_x=\frac{s\mu E_x+\mu^2BE_y}{1+\mu^2B^2},\qquad
v_y=\frac{s\mu E_y-\mu^2BE_x}{1+\mu^2B^2}.
\]

A carrier type of density \(N_s\) contributes \(seN_s\mathbf v\) to the current. The total therefore has the form

\[
J_x=aE_x+cE_y,\qquad J_y=-cE_x+aE_y,
\]

\[
a=\sum_s\frac{eN_s\mu_s}{1+\mu_s^2B^2},\qquad
c=\sum_s\frac{seN_s\mu_s^2B}{1+\mu_s^2B^2}.
\]

The condition \(J_y=0\) gives \(E_y=cE_x/a\), hence \(J_x=(a^2+c^2)E_x/a\) and

\[
R_H=\frac{c}{B(a^2+c^2)} .
\]

To add the two carriers, combine \(a\) and \(c\) into one complex number. Since \((1+is\mu B)/(1+\mu^2B^2)=1/(1-is\mu B)\),

\[
a+ic=\frac{ep\mu_h}{1-i\mu_hB}+\frac{en\mu_e}{1+i\mu_eB}
=e\,\frac{p\mu_h+n\mu_e+i(p-n)\mu_h\mu_eB}{(1-i\mu_hB)(1+i\mu_eB)}.
\]

Write \(D=(1+\mu_h^2B^2)(1+\mu_e^2B^2)\). The squared modulus is

\[
a^2+c^2=\frac{e^2}{D}\left[(p\mu_h+n\mu_e)^2+(p-n)^2\mu_h^2\mu_e^2B^2\right].
\]

Putting the two terms of \(c\) over the same denominator gives

\[
\frac cB=\frac eD\left[p\mu_h^2-n\mu_e^2+(p-n)\mu_h^2\mu_e^2B^2\right].
\]

The factor \(D\) cancels in the quotient:

\[
R_H=\frac{p\mu_h^2-n\mu_e^2+(p-n)\mu_h^2\mu_e^2B^2}
{e\left[(p\mu_h+n\mu_e)^2+(p-n)^2\mu_h^2\mu_e^2B^2\right]}.
\]

Letting \(B\to0\) gives the stated formula. Its denominator is positive, so the numerator fixes the sign. ∎

## What a sign does prove

Suppose \(\mu_e>\mu_h\) and \(n\ge p\). Then \(p\mu_h^2\le n\mu_h^2<n\mu_e^2\), and the field term is not positive, so \(R_H<0\) at every field. Within this model a positive sign therefore proves that holes are the majority, while a negative sign leaves the majority undecided.

If holes are the more mobile carrier, the roles are exchanged, and a negative sign does prove an electron majority. For equal mobilities the numerator is \((p-n)\mu^2(1+\mu^2B^2)\), and the sign follows the majority.

The field term matters in principle. For \(p>n\) and \(S>1\) the numerator vanishes at

\[
B^*=\frac{1}{\mu_h\mu_e}\sqrt{\frac{n\mu_e^2-p\mu_h^2}{p-n}},
\]

and at higher fields \(R_H\) is positive, tending to \(1/[e(p-n)]\). Here \(B^*=243\) T. The electron Landau-level spacing \(\hbar eB^*/m\) would then be 1.5 times \(kT\), so this value is only a semiclassical estimate. At 1 T the field changes \(R_H\) by about 0.003% of its weak-field value. Both numbers assume a constant \(\tau\). With \(\tau\propto E^{-1/2}\) or \(E^{3/2}\) in both bands, the change at 1 T is 0.02% or 0.08%, and \(B^*\) is 229 or 153 T.

## Cooling and heating the film

Equilibrium restricts where the effect can occur. Since \(np=n_i^2\), the condition \(1<p/n<b^2\) is the same as

\[
n_i<p<bn_i .
\]

A wide-gap oxide with ordinary acceptor doping has \(p\gg bn_i\) and lies outside this window. Since \(N_A=p-n_i^2/p\) grows with \(p\), the window is \(0<N_A<n_i(b-1/b)\): the net acceptor density may be much smaller than \(n_i\), and its upper limit grows with the mobility ratio, from \(3.75\,n_i\) for \(b=4\) to about \(27\,n_i\) for \(b=27\). With the masses and mobilities used here it must lie below \(7\times10^{16}\) cm⁻³ at 550 K for a gap of 0.7 eV, but below \(10^{11}\) cm⁻³ for a gap of 2 eV. In practice a narrow gap is needed, and a high temperature or compensation then helps.

The weak-field sign changes at \(p=b^2n\), that is, at \(p=bn_i\) and \(n=n_i/b\). Neutrality then gives

\[
N_A=n_i\left(b-\frac1b\right),\qquad
n_i(T_0)=\frac{bN_A}{b^2-1}=8.0\times10^{15}\ \text{cm}^{-3}.
\]

Solving for the temperature numerically gives \(T_0\simeq500\) K. With gap, mobilities and acceptor density held fixed, the film behaves as follows.

| \(T\) (K) | \(p\) (cm⁻³) | \(n\) (cm⁻³) | \(R_H\) (cm³/C) |
|---|---|---|---|
| 300 | 3.00×10¹⁶ | 9.2×10⁹ | +208 |
| 450 | 3.03×10¹⁶ | 2.6×10¹⁴ | +167 |
| 550 | 3.96×10¹⁶ | 9.6×10¹⁵ | −117 |

At 300 K electrons are negligible, and \(R_H\) equals \(1/(eN_A)\) to the digits shown. This assumes that all acceptors are ionized. Uncompensated acceptors 0.1 eV above the valence band, with degeneracy factor 4, would give +248 cm³/C at 300 K and −119 cm³/C at 550 K. In the opposite limit, \(n_i\gg N_A\), both densities approach \(n_i\), and

\[
R_H\to\frac{1-b^2}{en_i(1+b)^2}=-\frac{b-1}{en_i(b+1)} .
\]

The coefficient stays negative but shrinks as more pairs are excited. As long as the net density of ionized acceptors stays positive, the sign change on heating marks a change in the weighted balance of two carriers, not a change of majority. A strongly compensated film need not satisfy this. With the 0.1 eV acceptors above exceeding \(5\times10^{18}\) cm⁻³ donors by \(3\times10^{16}\) cm⁻³, \(p/n\) falls from about 2000 at 300 K to 0.6 at 550 K if the donors are fully ionized, and to about 1.3 if they lie 0.05 eV below the conduction band with degeneracy factor 2.

## How secure is the sign in this example?

**Scattering.** If \(\tau\) depends on energy, the drift mobility contains \(\langle\tau\rangle\) and the transverse current contains \(\langle\tau^2\rangle\). For a parabolic band the average has weight \(E^{3/2}e^{-E/kT}\): \(\sqrt E\) from the density of states and \(E\) from the squared velocity. Each product \(N\mu^2\) is therefore multiplied by a Hall factor. For \(\tau\propto E^q\),

\[
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=\frac{\Gamma(\frac52+2q)\,\Gamma(\frac52)}{\Gamma(\frac52+q)^2},
\]

and the sign condition becomes \(r_en\mu_e^2>r_hp\mu_h^2\). A positive weak-field sign then proves a hole majority only if \(b^2\ge r_h/r_e\). Acoustic phonons (\(q=-\frac12\)) give 1.18, and ionized impurities (\(q=\frac32\)) give 1.93. The adverse choice \(r_h=1.93\), \(r_e=1\) lowers \(S\) from 3.87 to 2.00. Here \(r_e=1\) is the constant-\(\tau\) value; the worst pairing of the two mechanisms, \(r_h=1.93\) and \(r_e=1.18\), gives \(S=2.36\). The value 1.93 is neither an upper bound on \(r_h\) nor a description of this film. Screened impurity scattering at \(3\times10^{16}\) cm⁻³, relative permittivity 15 and 550 K would alone allow a hole mobility of order \(10^4\) cm²/Vs, and screening lowers its Hall factor to about 1.8. It could limit \(\mu_h\) to 20 only if compensation raised the total density of singly charged centres to about \(6\times10^{19}\) cm⁻³ (screening by the free carriers) or \(3\times10^{20}\) cm⁻³ (scattering cut off at half the distance between centres, which gives a Hall factor near 1.1). At such densities the centres are at most a few nanometres apart, against a screening length of 28 nm, and their random potential would reach several \(kT\), so the film would no longer be uniform in the sense assumed here. A second, lighter hole band raises \(r_h\) as well. For a common band edge, equal constant \(\tau\), and fixed \(p\) and average hole mobility, a mass ratio of 0.13 gives \(r_h=2.1\), and a ratio below about 0.05 reverses the sign alone.

**Anisotropy.** For unequal masses, \(\mu^2\) in the transverse current becomes \(\mu_x\mu_y\). Take electrons shared equally among three perpendicular orientations, with one mass \(K\) times the other two. Averaging \(\mu_x\mu_y\) and dividing by the squared average mobility gives the factor \(3K(K+2)/(2K+1)^2\). For \(K=0.2\) it is 0.67, which lowers \(S\) to 2.60 if \(n\) and the average electron mobility are held fixed. The same anisotropy in the holes would instead raise \(S\) to 5.7. Electron anisotropy can also give a positive sign with an electron majority, for example for \(n=1.05p\), \(b=1.15\) and \(K=0.2\).

**Surfaces.** Parallel layers share the same \(E_x\) and \(E_y\), so densities integrated over thickness replace \(n\) and \(p\) in \(S\), if the mobilities are uniform. Let \(u\) be the upward band bending divided by \(kT\). The local densities are \(pe^u\) and \(ne^{-u}\), and Poisson's equation with permittivity \(\varepsilon\) is

\[
u''=\frac{e^2}{\varepsilon kT}\left(pe^u-ne^{-u}-N_A\right).
\]

Multiplying by \(u'\) and integrating from the flat interior gives

\[
u'^2=\frac{2e^2}{\varepsilon kT}\left[p(e^u-1)+n(e^{-u}-1)-N_Au\right].
\]

The excess holes per area are \(\int p(e^u-1)\,du/|u'|\), and the electrons follow likewise. Numerical integration for 0.1 eV of bending at both faces and relative permittivity 15 gives \(S=1.82\).

At the sizes chosen, each of these three effects alone leaves the sign negative. An upward bending above about 0.18 eV, or \(K\) below about 0.05, reverses it alone, while a downward bending of 0.1 eV raises \(S\) to 9.6. Multiplying the reduction factors for \(r_h=1.93\), \(K=0.2\) and 0.1 eV of upward bending gives \(S=0.635\), and the sign would be positive. With \(r_h=1.18\) in place of 1.93 the product is about 1.04, at the edge of the sign change. The gap is equally critical: at 550 K, \(S\) is 9.4 for a gap of 0.6 eV but 0.74 for 0.8 eV. The corresponding values of \(T_0\) are 439 and 559 K.

**Edges.** Both carriers drift toward the same edge, so pairs must recombine there and be generated at the other edge. The formula assumes that the densities stay at their equilibrium values. This holds over most of the film if the width is much larger than the pair diffusion length, or if the recombination velocity at the edges is much larger than the pair diffusion coefficient (2.4 cm²/s here) divided by the half-width. For the 1 mm film with inert edges the Hall voltage changes by about 0.2% for a pair lifetime of 1 ns and by about 5% for 1 µs. In a strip narrower than the diffusion length with inert edges, the reading depends on which carrier the contacts exchange, and a contact to holes reads a positive voltage.

**Comparison with tin monoxide.** The model lies roughly in the regime of this p-type oxide, whose indirect gap is about 0.7 eV. The hole mobility of 20 cm²/Vs is high for a film, where a few cm²/Vs is common, and the acceptor density is low. The electron mobility is an assumption. Raising \(N_A\) to \(10^{17}\) cm⁻³ would require \(n_i=2.7\times10^{16}\) cm⁻³ at the sign change, which puts \(T_0\) at 570 K for the masses and mobilities used here. A hole mass of 2 would lower it to 538 K, and a larger \(b\) lowers it too. Real films also have charged surfaces, whose effect depends on the size and sign of the bending. Tin monoxide can oxidize to n-type tin dioxide when heated, so a measured sign change needs a check that it reverses on cooling.

The band picture itself is marginal here. With \(\tau=m\mu/e\), the level broadening \(\hbar/\tau\) is 1.2 \(kT\) for holes and 0.8 \(kT\) for electrons at 550 K. For a hole mobility of 3 cm²/Vs and the same mass it would be about 8 \(kT\). If carriers hop between localized states, as they may in an amorphous film, the force-balance derivation does not apply, and the sign rule cannot be taken over from it.

All numerical values are calculated from the stated model.
